# Hartke's Three-Dimensional Poole-Frenkel Emission and Its Straight-Ray Assumption

Consider an electron leaving a trap straight along the direction in which an electric field pushes it. The trap is a donor: neutral when filled, and carrying charge $+q$ once the electron has left, with $q$ the elementary charge. The departing electron is therefore attracted back by a Coulomb force, while the field pulls it away. Let $r$ be its distance from the trap, $F$ the magnitude of the field and $\varepsilon_r$ the relative permittivity. With energies measured from the band edge at the trap in the absence of the Coulomb well, the potential energy is

$$U(r)=-\frac{c}{r}-fr,\qquad c=\frac{q^2}{4\pi\varepsilon_0\varepsilon_r},\qquad f=qF .$$

The derivative $dU/dr=c/r^2-f$ vanishes at $r_0=\sqrt{c/f}$. The second derivative there is $-2c/r_0^3<0$, so this point is a maximum. Both terms of $U$ equal $-\sqrt{cf}$ at $r_0$, and the barrier top lies at $-2\sqrt{cf}$. Without the field the electron had to reach energy zero. The barrier is thus lowered by

$$\Delta U=2\sqrt{cf}=\sqrt{\frac{q^3F}{\pi\varepsilon_0\varepsilon_r}},$$

where the last form follows from $4cf=4q^3F/(4\pi\varepsilon_0\varepsilon_r)$. If emission is thermally activated with a fixed prefactor, the rate along this line grows by the factor $e^{\gamma}$, with

$$\gamma=\frac{\Delta U}{kT}.$$

This is the one-dimensional Poole-Frenkel factor. Its square-root dependence on field comes from the Coulomb tail: a stronger field moves the top inward, to where the attraction is stronger.

Numbers show the scale. Take a deep donor in the depletion region of a silicon diode, with rough typical values: depth $E_i=0.30$ eV, $T=180$ K, $F=0.05$ MV/cm and $\varepsilon_r=11.7$. Then $c=0.1231$ eV nm, $f=0.0050$ eV/nm and $kT=0.01551$ eV, so that

$$r_0=\sqrt{\frac{0.1231}{0.0050}}\ \text{nm}=4.96\ \text{nm},\qquad \Delta U=2\sqrt{0.1231\times0.0050}\ \text{eV}=0.0496\ \text{eV}.$$

Hence $\gamma=0.0496/0.01551=3.20$ and $e^\gamma=24.5$. The top lies several nanometres out, where a continuum permittivity is a reasonable description, and the lowering is small compared with the depth.

An electron can leave in any direction, however, and every other direction is less favourable than this one. Let $\theta$ be the angle between the outgoing ray and the force on the electron. This force is opposite to the field vector, because the electron is negative. On a straight ray the field term is multiplied by $\cos\theta$:

$$U(r,\theta)=-\frac{c}{r}-fr\cos\theta .$$

Hartke's model assumes that the electron stays on its ray and must pass the highest point of the potential on it. For $\cos\theta>0$, the downhill hemisphere, the calculation above holds with $f$ replaced by $f\cos\theta$:

$$r_m(\theta)=\frac{r_0}{\sqrt{\cos\theta}},\qquad \Delta U(\theta)=2\sqrt{cf\cos\theta}=\Delta U\sqrt{\cos\theta}.$$

In the example, the ray at $60^\circ$ has its top at 7.0 nm and a lowering of 0.035 eV; at $85^\circ$ the values are 16.8 nm and 0.015 eV. As the ray approaches the equator, the top recedes to infinity and the lowering goes to zero.

For $\cos\theta\le0$ the derivative is

$$\frac{dU}{dr}=\frac{c}{r^2}+f|\cos\theta|>0$$

at every $r$. The potential has no maximum on an uphill ray. For $\cos\theta<0$ it rises without limit, and an electron held to that ray would never get away. The model closes this gap by a rule: the uphill hemisphere keeps its zero-field rate. The rule joins continuously to the downhill result at the equator, where the lowering vanishes, and it restores the correct total at zero field. It does not follow from the potential, and its cost is worked out below.

The second assumption concerns the prefactor. At zero field let the total rate be $e(0)$, spread evenly over the full solid angle $4\pi$, and let the field change the barrier but not the prefactor. The rate per solid angle is then $e(0)/4\pi$ times $\exp(\gamma\sqrt{\cos\theta})$ downhill, and times 1 uphill. With $d\Omega=2\pi\sin\theta\,d\theta$,

$$\frac{e(F)}{e(0)}=\frac12\int_0^{\pi/2}e^{\gamma\sqrt{\cos\theta}}\sin\theta\,d\theta+\frac12\int_{\pi/2}^{\pi}\sin\theta\,d\theta .$$

The second integral equals 1, so the uphill hemisphere contributes $1/2$. In the first, put $u=\cos\theta$, for which $\sin\theta\,d\theta=-du$, and then $u=s^2$, for which $du=2s\,ds$:

$$D(\gamma)\equiv\frac12\int_0^1e^{\gamma\sqrt u}\,du=\int_0^1 s\,e^{\gamma s}\,ds .$$

Integration by parts gives

$$D(\gamma)=\left[\frac{s\,e^{\gamma s}}{\gamma}\right]_0^1-\frac1\gamma\int_0^1e^{\gamma s}ds
=\frac{e^\gamma}{\gamma}-\frac{e^\gamma-1}{\gamma^2}
=\frac{1+(\gamma-1)e^\gamma}{\gamma^2}.$$

Hartke's enhancement is therefore

$$\boxed{\frac{e(F)}{e(0)}=\frac{1+(\gamma-1)e^{\gamma}}{\gamma^2}+\frac12 }$$

For the silicon example the downhill term is

$$D=\frac{1+2.1985\times24.497}{3.1985^2}=\frac{54.86}{10.23}=5.36,$$

and the enhancement is $5.36+0.50=5.86$, about a quarter of the one-dimensional 24.5. Finding the barrier top numerically on each of 200 downhill rays and averaging gives the same 5.86. With a round attempt rate of $10^{11}$ s$^{-1}$, the zero-field rate $10^{11}e^{-E_i/kT}$ is about 400 s$^{-1}$, and the field raises it to about 2300 s$^{-1}$.

The weak-field limit follows from expanding the exponential under the integral:

$$D(\gamma)=\sum_{n=0}^\infty\frac{\gamma^n}{n!}\int_0^1s^{n+1}ds=\sum_{n=0}^\infty\frac{\gamma^n}{n!\,(n+2)},$$

$$\frac{e(F)}{e(0)}=1+\frac{\gamma}{3}+\frac{\gamma^2}{8}+\frac{\gamma^3}{30}+\dots$$

The first correction is one third of the one-dimensional one, and it is proportional to $\sqrt F$. An arbitrarily weak field thus acts more strongly than linearly. Within this model it needs the infinite range of the Coulomb well, since the barrier top can then recede without limit. It also needs the electron to reach that top without scattering: diffusive escape from the same well (Onsager's limit) gives $2I_1(\gamma)/\gamma=1+\gamma^2/8+\dots$, with $I_1$ the modified Bessel function, and this starts linearly in $F$.

In the opposite limit, divide the enhancement by $e^\gamma$:

$$\frac{e(F)}{e(0)}\,e^{-\gamma}=\frac1\gamma-\frac1{\gamma^2}+e^{-\gamma}\left(\frac1{\gamma^2}+\frac12\right)\longrightarrow\frac1\gamma .$$

The factor $1/\gamma$ measures a cone of emission. Near the forward direction $\sqrt u\approx1-(1-u)/2$, so the rate per solid angle falls as $e^{-\gamma(1-u)/2}$ and is appreciable for $1-u$ up to about $2/\gamma$. Half the integral of this exponential is $1/\gamma$. At $\gamma=3.2$ the limit is not yet reached: the ratio is $5.86/24.5=0.24$, while $1/\gamma=0.31$.

At fixed temperature and permittivity, the field dependence is as follows.

| $F$ (MV/cm) | $\gamma$ | $e^\gamma$ | Hartke |
|---|---|---|---|
| 0.01 | 1.43 | 4.2 | 1.87 |
| 0.02 | 2.02 | 7.6 | 2.63 |
| 0.05 | 3.20 | 24.5 | 5.86 |
| 0.10 | 4.52 | 92 | 16.4 |

Such data can be plotted as $\ln e$ against $\sqrt F$. In one dimension this gives a straight line of slope $\Delta U/(kT\sqrt F)$, which is independent of $F$. In three dimensions that slope is multiplied by

$$S=\frac{d}{d\gamma}\ln\frac{e(F)}{e(0)}=\frac{D'(\gamma)}{D(\gamma)+1/2}.$$

Differentiating under the integral and integrating by parts,

$$D'(\gamma)=\int_0^1s^2e^{\gamma s}ds=\frac{e^\gamma}{\gamma}-\frac{2}{\gamma}D(\gamma)=\frac{(\gamma^2-2\gamma+2)e^\gamma-2}{\gamma^3}.$$

Since $s^2<s$ inside the interval, $D'<D$ and so $S<1$. It starts at $1/3$ for $\gamma\to0$ and tends to 1 for large $\gamma$, so the plot is curved. In the example $S=0.73$. If data obeying Hartke's formula were read at this field with the one-dimensional slope, $\Delta U$ would come out too small by this factor. The inferred permittivity, which varies as $\Delta U^{-2}$ at given field, would come out too large by $1/0.73^2\approx1.9$.

The same $S$ governs the activation energy measured at fixed field. Write $b=1/kT$ and take the attempt rate $\nu$, the depth and the permittivity as independent of temperature. Then

$$\ln e=\ln\nu-E_ib+\ln\!\left[D(b\,\Delta U)+\tfrac12\right],\qquad
E_{\rm app}=-\frac{d\ln e}{db}=E_i-S\,\Delta U .$$

Here $E_{\rm app}=0.300-0.7345\times0.0496=0.264$ eV. The reduction is less than the full lowering, because the less favourable rays also contribute. Heating the same trap to 300 K at the same field reduces $\gamma$ to 1.92 and the enhancement to 2.5: a given lowering matters less when $kT$ is larger.

The straight-ray assumption can be tested against classical mechanics. A real electron launched off the axis is deflected, and one launched uphill can turn round and leave on the downhill side. For an isotropic mass $m$ and no scattering, the escape condition can be found in closed form. Let $z$ be the coordinate along the force and $\rho$ the distance from the $z$ axis, and define

$$\xi=r+z,\qquad \eta=r-z,\qquad r=\frac{\xi+\eta}2,\quad z=\frac{\xi-\eta}2,\quad \rho^2=\xi\eta .$$

An electron launched from the trap centre has no angular momentum about the axis and stays in a plane containing it. From $\rho=\sqrt{\xi\eta}$,

$$\dot\rho^2+\dot z^2=\frac14\left(\frac{\eta}{\xi}\dot\xi^2+2\dot\xi\dot\eta+\frac{\xi}{\eta}\dot\eta^2\right)+\frac14\left(\dot\xi-\dot\eta\right)^2
=\frac{\xi+\eta}{4}\left(\frac{\dot\xi^2}{\xi}+\frac{\dot\eta^2}{\eta}\right).$$

Multiplying by $m/2$ gives the kinetic energy, and its derivative with respect to $\dot\xi$ is the momentum $p_\xi=m(\xi+\eta)\dot\xi/4\xi$; likewise for $\eta$. In terms of the momenta the total energy is

$$E=\frac{2(\xi p_\xi^2+\eta p_\eta^2)}{m(\xi+\eta)}-\frac{2c}{\xi+\eta}-\frac f2(\xi-\eta).$$

Multiply by $(\xi+\eta)/2$ and collect the terms in each coordinate:

$$\left[\frac{\xi p_\xi^2}{m}-\frac{E\xi}{2}-\frac{f\xi^2}{4}\right]+\left[\frac{\eta p_\eta^2}{m}-\frac{E\eta}{2}+\frac{f\eta^2}{4}\right]=c .$$

Each bracket is separately conserved. To see this, let $H$ be the Hamiltonian and $K=\tfrac12(\xi+\eta)(H-E)$. On the trajectory $H=E$, so the derivatives of $K$ are those of $H$ times $(\xi+\eta)/2$. Used as a Hamiltonian, $K$ therefore generates the same path with a rescaled time. But $K$ is the sum of the two brackets minus $c$, and each bracket contains one coordinate and its own momentum, so neither changes in that motion.

The first bracket is fixed by the launch. As $r\to0$ the kinetic energy approaches $c/r$, so $mr\dot r^2\to2c$. On a ray at angle $\theta$, $\xi=r(1+\cos\theta)$ and $\dot\xi=\dot r(1+\cos\theta)$. With $\xi+\eta=2r$,

$$\frac{\xi p_\xi^2}{m}=\frac{m(2r)^2\dot\xi^2}{16\,\xi}=\frac{mr\dot r^2(1+\cos\theta)}4\to\frac{c(1+\cos\theta)}2=c\cos^2\frac\theta2 ,$$

while the other two terms of the bracket vanish. At all later times

$$\frac{\xi p_\xi^2}{m}=c\cos^2\frac\theta2+\frac{E\xi}{2}+\frac{f\xi^2}{4}.$$

For $E<0$ the right side is smallest at $\xi=-E/f$, where it equals $c\cos^2(\theta/2)-E^2/4f$. If this is positive, $\xi$ never turns back and the electron escapes. If it is negative, $\xi$ is held inside a turning point; $\eta$ is bounded in either case by the term $f\eta^2/4$, and the electron stays trapped. The threshold energy is

$$E_{\rm th}(\theta)=-2\sqrt{cf}\,\cos\frac\theta2=-\Delta U\cos\frac\theta2 .$$

Numerical trajectories launched at $30^\circ$, $70^\circ$, $110^\circ$ and $150^\circ$ agree: with $|E|$ 3% below the threshold value they escape, and with $|E|$ 3% above it they turn back. Since $\cos^2(\theta/2)=(1+\cos\theta)/2\ge\cos\theta$, the lowering is at least as large as on the straight ray, and it persists into the uphill hemisphere.

Keep the isotropic thermal launch and average over all angles. With $s=\cos(\theta/2)$, $\sin\theta\,d\theta=-4s\,ds$, and

$$\frac12\int_0^\pi e^{\gamma\cos(\theta/2)}\sin\theta\,d\theta=2\int_0^1s\,e^{\gamma s}ds=2D(\gamma).$$

Collisionless classical escape thus gives twice Hartke's downhill term, in place of that term plus one half. The two agree at zero field, where $D=1/2$, and differ by a factor that approaches 2 at large $\gamma$. In the example the bent-path result is 10.7, or 1.83 times Hartke's 5.86. The uphill launches alone contribute 2.56, where the closure rule allows 0.5. Hartke's formula is accordingly a definite model average, and not the classical escape rate for this potential.

Whether the collisionless result is the better one depends on scattering. For a rough low-field mobility of 4000 cm$^2$/Vs and an effective mass of 0.26 electron masses, the mean free path of an electron with thermal speed is about 100 nm, compared with barrier tops at 5 to 17 nm on the rays quoted above. Near its barrier top an escaping electron has roughly thermal kinetic energy, so there the estimate favours deflected, nearly collisionless paths over fixed straight rays. It does not cover the inner part of the well, where the electron is faster and can emit optical phonons, or the region beyond the top, where the field soon heats it: on the forward ray the electron gains $kT$ within about 6 nm of the top. Nor does it establish the isotropic launch, which both averages assume. In the opposite limit of a mean free path much shorter than $r_0$, the diffusive result $2I_1(\gamma)/\gamma$ is 3.0, below Hartke's value. Both the ray and the bent-path pictures are also classical, and the example is not safely classical: for a mass of 0.26 the thermal de Broglie wavelength is about 11 nm, larger than $r_0$, and the hydrogenic binding energy is 26 meV, so the forward barrier top at $-50$ meV lies below the lowest level of the Coulomb well.

The other omissions estimated here move the number less. An electron slightly below the barrier top can tunnel through it. If a dense, thermally occupied set of levels is assumed there, which is a semiclassical idealization for this well, each ray's rate is multiplied by

$$\int\frac{dE}{kT}\,e^{-(E-E_{\rm top})/kT}\,P(E),$$

with $P$ the semiclassical transmission probability. Kept on straight rays, this raises the enhancement by 7% for a mass of 0.19 and by 1.4% for 0.92, the rough transverse and longitudinal masses of silicon. Quantization of the motion across the ray is left out and works the other way: at the forward saddle its quantum is $1.3\,kT$ and $0.6\,kT$ for these masses, which in a harmonic estimate multiplies the rate there by 0.87 and 0.97. Letting the thermal flux vary with direction $\mathbf n$ according to the mass tensor $M$, summed over six valleys, changes the enhancement by about 1% or less for a field along [100] or [111]. The change is under 0.1% if each direction is weighted by the flux through a plane normal to it, and $-1.1$% and $+0.5$% if it is weighted by the flux along the ray, $(\mathbf n\cdot M\mathbf n)^{-2}$. This estimate leaves the rays straight.

The Coulomb well also ends somewhere. At a doping of $10^{15}$ cm$^{-3}$ the typical donor spacing is 100 nm, so cut the well at $R=50$ nm. The zero-field barrier then already lies at $-c/R=-0.0025$ eV, and the lowering relative to it is $\Delta U\sqrt{\cos\theta}-c/R$ when $r_m<R$, and $fR\cos\theta$ otherwise. The enhancement falls to 5.1, which is 13% below Hartke's value. In a field so weak that $r_0>R$, every downhill ray is of the second kind, and

$$\frac{e(F)}{e(0)}=\frac12+\frac12\int_0^1e^{fRu/kT}du=1+\frac{fR}{4kT}+\dots$$

The first correction is now linear in $F$. This form holds below $f=c/R^2$, which here is about 0.0005 MV/cm, but the cutoff matters well above that field too: at 0.002 MV/cm the cut well gives an enhancement of 1.16, against 1.27 from Hartke's formula.

In a real silicon diode, emission rates of hundreds to thousands per second, as found here, can be followed by transient capacitance spectroscopy. The attempt rate is a model value and cancels from the enhancement. The field is about one sixth of a rough breakdown field of 0.3 MV/cm, and it changes by 0.15% over the distance $r_0$, so treating it as uniform around one trap is safe. It is not uniform across the device: with constant doping it falls linearly to zero over a depletion width of 3.2 µm. A trap where the field is 0.02 MV/cm has a Hartke enhancement of 2.6, not 5.9, so a signal collected from the whole layer mixes many rates. The computed 5.9 applies to traps near the peak field, and among the effects sized here the straight-ray assumption is its largest uncertainty. The bent-path estimate raises it to 10.7, but that value was derived for an isotropic mass, which silicon does not have, and it is not an upper limit: collisionless classical trajectories with the masses 0.19 and 0.92, launched isotropically, give roughly 13 when averaged over the six valleys for a field along [100].

The sign of the trap charge matters as well. A centre that is neutral after emission has no Coulomb tail, and the derivation does not apply to it. A centre left with charge $+2q$ has $c$ doubled, which multiplies $\Delta U$ by $\sqrt2$. The remaining values, including the inputs, are listed in the numerical output below.

## Computed results

```
relative permittivity: 11.7
trap depth: 0.30 eV
temperature: 180 K, kT = 0.01551 eV
field: 0.05 MV/cm = 0.0050 V/nm
attempt rate: 1.0e+11 1/s; doping: 1.0e+15 1/cm^3
Coulomb constant c: 0.12307 eV nm
full lowering (forward ray): 0.04961 eV
gamma: 3.1985
ray 0 deg: top at 4.96 nm, lowering 0.04961 eV
ray 60 deg: top at 7.02 nm, lowering 0.03508 eV
ray 85 deg: top at 16.81 nm, lowering 0.01465 eV
one-dimensional enhancement exp(gamma): 24.497
downhill term: 5.3621; uphill term: 0.5
Hartke enhancement, closed form: 5.8621
same from numerical barriers: 5.8621
zero-field rate: 398.4 1/s
rate in field (Hartke): 2335.7 1/s
logarithmic slope S: 0.7345
apparent activation energy: 0.2636 eV
series in gamma: G**3/30 + G**2/8 + G/3 + 1
F = 0.01 MV/cm: gamma 1.430, 1D 4.18, 3D 1.868
F = 0.02 MV/cm: gamma 2.023, 1D 7.56, 3D 2.634
F = 0.05 MV/cm: gamma 3.199, 1D 24.50, 3D 5.862
F = 0.10 MV/cm: gamma 4.523, 1D 92.15, 3D 16.417
at 300 K, same field: gamma 1.919, 3D 2.472
Neglected effects, enhancement in place of Hartke's value:
bent classical paths: 10.724, ratio 1.829
  part launched uphill: 2.563 (Hartke keeps 0.5)
tunnelling, mass 0.19: 6.273, ratio 1.070
tunnelling, mass 0.92: 5.946, ratio 1.014
  forward-ray tunnelling factor, mass 0.19: 1.135
neighbour cutoff radius: 50.0 nm
with cutoff: 5.075, ratio 0.866
anisotropic flux, field on [100]: 5.864
anisotropic flux, field on [111]: 5.860
assumed mobility: 4000 cm2/Vs, mass 0.26
mean free path: 97 nm
depletion width at this peak field: 3.23 um
field change over barrier radius: 0.15 %
field / rough breakdown field (0.3 MV/cm): 0.17
```
